# How much tunnelling falls when a passive film doubles in thickness

**Question**

I'm working on an exercise about passive films on metals. A film thickens from 1 nm to 2 nm, and I have to find how much direct electron tunnelling through it falls. I'm told to take a rectangular barrier of 1.0 eV and the free-electron mass.

I know that the wavefunction decays exponentially inside the film, but three things stop me. Is the 1.0 eV measured from the bottom of the metal's band or from the electron's energy? Don't I need the electron's kinetic energy in the metal, which isn't given? And is the fall in transmission the same as the fall in current? I'd also like to know how far to trust the answer for a real film.

**Answer**

Take the 1.0 eV as the height $\varphi$ of the barrier top above the electron's energy. That is the energy the electron lacks, and it sets the decay. The kinetic energy in the metal does enter the transmission, but it drops out of the ratio you want. The current needs one more step, which I take after the transmission.

**The decay constant**

Let the film occupy $0<x<d$, and let the electron travel along $x$. Inside the film its energy is $\varphi$ below the potential, so the Schrödinger equation reads

$$-\frac{\hbar^2}{2m}\psi''+\varphi\,\psi=0
\quad\Rightarrow\quad
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\varphi}}{\hbar}.$$

With $\varphi=1.0\ \text{eV}=1.60218\times10^{-19}$ J,

$$\kappa=\frac{\sqrt{2\,(9.10938\times10^{-31}\ \text{kg})(1.60218\times10^{-19}\ \text{J})}}{1.05457\times10^{-34}\ \text{J s}}=5.123\ \text{nm}^{-1}.$$

**Why the kinetic energy drops out**

Put the same metal on both sides, with kinetic energy $E=\hbar^2k^2/2m$. A wave of unit amplitude arrives from the left, and $r$ and $t$ are the reflected and transmitted amplitudes:

- left metal: $\psi=e^{ikx}+r\,e^{-ikx}$
- film: $\psi=a\cosh\kappa(x-d)+b\sinh\kappa(x-d)$
- right metal: $\psi=t\,e^{ik(x-d)}$

Both $\psi$ and $\psi'$ are continuous. At $x=d$ this gives $a=t$ and $\kappa b=ikt$, so $b=i(k/\kappa)t$. At $x=0$ the two conditions are

$$1+r=t\left[\cosh\kappa d-\frac{ik}{\kappa}\sinh\kappa d\right],$$

$$ik(1-r)=\kappa t\left[-\sinh\kappa d+\frac{ik}{\kappa}\cosh\kappa d\right].$$

Divide the second by $ik$, using $-\kappa/(ik)=i\kappa/k$:

$$1-r=t\left[\cosh\kappa d+\frac{i\kappa}{k}\sinh\kappa d\right].$$

Adding this to the first condition removes $r$:

$$2=t\left[2\cosh\kappa d+i\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa d\right].$$

The metals are equal, so the transmission probability is $T=|t|^2$. Taking the squared modulus and using $\cosh^2=1+\sinh^2$,

$$\frac1T=1+A\sinh^2\kappa d,\qquad
A=1+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2=\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}=\frac{(E+\varphi)^2}{4E\varphi}.$$

The last form holds because $k^2$ and $\kappa^2$ are proportional to $E$ and $\varphi$ with the same constant. Since $(E+\varphi)^2-4E\varphi=(E-\varphi)^2\ge0$, we have $A\ge1$.

Now write $\sinh^2\kappa d=\tfrac14(e^{2\kappa d}-2+e^{-2\kappa d})$ and take out the largest term:

$$\frac1T=\frac A4\,e^{2\kappa d}\left[1+\left(\frac4A-2\right)e^{-2\kappa d}+e^{-4\kappa d}\right].$$

For a thick film the bracket is close to 1. The factor $A/4$, which holds all the dependence on $E$ that remains, is the same for both thicknesses and cancels:

$$\boxed{\frac{T(d_1)}{T(d_2)}\simeq e^{2\kappa(d_2-d_1)}}$$

Because $A\ge1$, the coefficient $4/A-2$ lies between $-2$ and $2$. The relative error of the boxed law is therefore at most about $2e^{-2\kappa d_1}=7\times10^{-5}$ here, whatever the value of $E$.

**The number**

The exponent is $2\times5.123\times1=10.25$, so

$$\frac{T(1\ \text{nm})}{T(2\ \text{nm})}=e^{10.25}\approx2.8\times10^{4}.$$

About $3.5\times10^{-5}$ of the transmission remains. That is 4.45 decades per nanometre, or one decade for every 0.22 nm of growth.

For a metal with $E=5$ eV, $A=36/20=1.8$. The transmissions are then $7.9\times10^{-5}$ at 1 nm and $2.8\times10^{-9}$ at 2 nm, with the same ratio.

The law needs $e^{-2\kappa d_1}\ll1$. For growth from 0.1 to 0.2 nm with the same $E$, the full formula gives a fall of 2.41, while the exponential gives 2.79. In that range the wave reflected at the far face still matters at the near one.

**From transmission to current**

The result so far is for electrons that hit the film head-on. A metal also sends electrons at a slant. Consider a small voltage and low temperature, so that the electrons that count are at the Fermi level, where the barrier is $\varphi$.

For one transverse state, the current carried per energy interval is velocity times density of states. This is $(1/\hbar)(dE/dk)\times dk/2\pi=dE/h$ per spin, in units of the charge, so every transverse state counts equally and is weighted by its $T$. An electron with transverse energy $\tau$ has that much less energy for motion along $x$, so it sees a barrier $\varphi+\tau$. The number of transverse states in $d\tau$ is proportional to $k_\parallel dk_\parallel$, and so to $d\tau$ itself.

Keep the exponential part of $T$ and define $q=\sqrt{2m(\varphi+\tau)}/\hbar$. Then $d\tau=(\hbar^2/m)\,q\,dq$. The integrand dies off quickly, so the upper limit can go to infinity. Integrating by parts,

$$J\propto\int_\kappa^\infty q\,e^{-2qd}\,dq
=\frac{\kappa e^{-2\kappa d}}{2d}+\frac{e^{-2\kappa d}}{4d^2}
=e^{-2\kappa d}\,\frac{2\kappa d+1}{4d^2}.$$

The ratio of currents at the same small voltage thus has an extra factor

$$\frac{2\kappa d_1+1}{2\kappa d_2+1}\left(\frac{d_2}{d_1}\right)^2=\frac{11.25}{21.49}\times4=2.09.$$

For $2\kappa d\gg1$ this factor tends to $d_2/d_1=2$. A thicker film passes a narrower cone of directions, because the extra barrier $\tau$ of a slanted electron raises the exponent $2qd$ in proportion to the thickness $d$. The current density falls by $2.09\times2.8\times10^4\approx5.9\times10^4$.

Integrating the full $T$ numerically over $\tau$ from 0 to $E=5$ eV, with its prefactor kept, gives $6.3\times10^4$. So the answer to the exercise as set is $3\times10^4$ for the transmission, and the matching figure for the small-voltage current is $6\times10^4$. Unlike the transmission ratio, this one keeps some dependence on $E$: it stays between $6.0$ and $6.5\times10^4$ for $E$ from 2 to 11 eV, and drops to $5.4\times10^4$ at 1 eV and $4.6\times10^4$ at 0.5 eV.

**What the rectangular barrier leaves out**

Each effect below is taken alone, with the other settings as above.

*Temperature.* Electrons a little above the Fermi level see a lower barrier. I averaged the closed form for $J$, with $\varphi$ replaced by $\varphi-\epsilon$, over the thermal weight $-df/d\epsilon$ by numerical integration. Here $f$ is the Fermi function and $\epsilon$ the energy above the Fermi level. At 298 K the current rises by 3% at 1 nm and by 12% at 2 nm. The thicker film gains more because the slope of its exponent with energy, $\kappa d/\varphi$, is larger. The fall in current becomes $5.4\times10^4$, compared with $5.9\times10^4$ from the same closed form without the thermal average. With the full $T$ at $E=5$ eV the gains are a little smaller, 2% and 10%, and the fall goes from $6.3\times10^4$ to $5.9\times10^4$. Passing over the barrier carries a Boltzmann factor of $10^{-17}$, far below even the 2 nm transmission.

*Voltage across the film.* Take first the case where $\varphi$ is fixed at the higher end, so that a drop $V$ tilts the barrier to $\varphi-eVx/d$. For a slowly varying barrier the exponent $2\kappa d$ becomes

$$2\int_0^d\frac{\sqrt{2m(\varphi-eVx/d)}}{\hbar}\,dx=\frac{4\kappa d}{3eV\sqrt\varphi}\left[\varphi^{3/2}-(\varphi-eV)^{3/2}\right].$$

With $V=0.2$ V held fixed, the transmission falls by $1.7\times10^4$. With the field held at 2 MV/cm instead, the drop grows from 0.2 to 0.4 V, and the exponent gives $5.2\times10^3$. Numerical integration of the Schrödinger equation through the tilted barrier, which includes the prefactor, gives $5.9\times10^3$. The fall is smaller at fixed field because the thicker film then has the lower average barrier. If instead $\varphi$ is fixed at the lower end, the barrier is $\varphi+eVx/d$ and the effect reverses: the transmission falls by $4.6\times10^4$ at fixed drop and by $1.1\times10^5$ at fixed field.

*Image force.* The electron is attracted by the charge it induces in the two conducting faces. Its images of the same sign lie at distances $2d,4d,\dots$ on both sides, and those of opposite sign at $2nd+2x$ and $2nd+2(d-x)$, with $n=0,1,2,\dots$. The energy is half the Coulomb sum, because the images move with the charge:

$$W(x)=\frac{e^2}{8\pi\varepsilon}\sum_{n=0}^\infty\left[\frac1{(n+1)d}-\frac1{2(nd+x)}-\frac1{2(nd+d-x)}\right].$$

This is negative. With $\varepsilon=5\varepsilon_0$ it lowers the middle of the barrier by 0.20 eV at 1 nm and by 0.10 eV at 2 nm. I integrated the exponent numerically over the region where $\varphi+W>0$. It drops from 10.25 to 6.99 at 1 nm, and from 20.49 to 16.71 at 2 nm. Each film therefore transmits much more, but the two shifts are similar, and the ratio is still $e^{9.73}\approx1.7\times10^4$. This is an estimate, since the classical image law diverges at the faces. It also treats both faces as metals, which a solution is not; with an image at one face only the ratio is about $2.1\times10^4$.

*Barrier and mass.* A barrier of 0.9 or 1.1 eV gives $1.7\times10^4$ or $4.6\times10^4$. If the film's effective mass is $0.4m$, the exponent shrinks by $\sqrt{0.4}$ and the fall is only about 650. Of the changes tried here, this one moves the answer most.

**Beside a real passive film**

Passive films on iron and stainless steel in water are roughly 1 to 3 nm thick, so your thicknesses are realistic. A field of a few MV/cm is the order of magnitude usually quoted for them. The relative permittivity of 5, the 1.0 eV barrier and the free mass are round model parameters, not data for a particular oxide.

If such a film grows at roughly constant field, the fixed-field figures are the closer comparison for the transmission, but which one applies depends on the face at which the barrier height stays fixed for the electrons that carry the current. At 2 MV/cm the fall is about five times smaller than the rectangular one if $\varphi$ is fixed at the higher end of the tilt, and about four times larger if it is fixed at the lower end. The fall in current is a separate matter, because the voltage across the film then grows with its thickness. A lighter effective mass would reduce the fall in either case.

Two more differences lie outside this model, and I give no number for them. Electrons can cross by way of defect states in the oxide, and on the solution side they go to ions or molecules rather than into a metal's band. The calculation therefore says how fast the direct path closes for the barrier and mass assumed. It does not say that the total electronic current through the film falls by the same factor.
